# Burstein-Moss shift of a heavily doped transparent oxide film

## Problem

A transparent conducting film holds $n=5\times10^{20}\ \mathrm{cm^{-3}}$ electrons in its conduction band. The conduction and valence bands are isotropic parabolas with their extrema at the same wavevector. The electron mass is $m_c=0.35$ and the valence mass $m_v=2.10$, both in units of the free-electron mass $m_e$, so the reduced mass of the pair is

$$
m_r=\frac{m_c m_v}{m_c+m_v}=\frac{0.35\times2.10}{2.45}=0.30 .
$$

The undoped film begins to absorb at $E_g=3.7$ eV. By how much do the added electrons raise this onset, at zero temperature and before any many-body change of the bands? How far can the answer be trusted for a real film?

## A tempting solution, which is wrong

The added electrons fill the conduction band up to the Fermi energy $E_F$, measured from the band edge. A photon must lift a valence electron above the filled states. The onset should therefore rise by $E_F$.

To find $E_F$, count states. In a volume $\Omega$ with periodic boundaries the allowed wavevectors have density $\Omega/(2\pi)^3$, and each holds two electrons, one per spin. At zero temperature the filled states form a sphere of radius $k_F$, so

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}.
$$

Since $1\ \mathrm{cm^3}=10^{21}\ \mathrm{nm^3}$, the density is $0.5\ \mathrm{nm^{-3}}$. Then $3\pi^2n=14.80\ \mathrm{nm^{-3}}$ and $k_F=2.455\ \mathrm{nm^{-1}}$. With $\hbar^2/(2m_e)=0.03810\ \mathrm{eV\,nm^2}$,

$$
\frac{\hbar^2k_F^2}{2m_e}=0.03810\times(2.455)^2=0.2297\ \mathrm{eV},
\qquad E_F=\frac{0.2297}{0.35}=0.656\ \mathrm{eV}.
$$

The proposed answer is a shift of 0.656 eV.

## Where it fails

The count of states and the value of $E_F$ are correct. The fault is the claim that a photon of energy $E_g+E_F$ can reach an empty state. That energy separates the top of the valence band, at $k=0$, from the Fermi level, at $k=k_F$. The transition would need a wavevector change $k_F$, which the photon cannot supply: at a vacuum wavelength near 280 nm its wavevector is $2\pi/280=0.022\ \mathrm{nm^{-1}}$, about 1% of $k_F$. Even a refractive index of 2 leaves it near 2%.

A phonon or a defect could supply it, but such assisted transitions are of higher order in the coupling, and the model leaves them out. The electron must then start and end at nearly the same $k$. Measure energies from the valence top:

$$
E_v(k)=-\frac{\hbar^2k^2}{2m_vm_e},\qquad
E_c(k)=E_g+\frac{\hbar^2k^2}{2m_cm_e}.
$$

The valence energy carries a minus sign because that band curves downward. Subtracting it adds its magnitude to the photon energy:

$$
\hbar\omega(k)=E_c(k)-E_v(k)
=E_g+\frac{\hbar^2k^2}{2m_e}\left(\frac1{m_c}+\frac1{m_v}\right)
=E_g+\frac{\hbar^2k^2}{2m_rm_e}.
$$

Now give the photon the energy $E_g+E_F$. The last equation fixes $\hbar^2k^2/(2m_e)=m_rE_F$, so the final electron energy above the conduction edge would be

$$
\frac{m_r}{m_c}E_F=\frac{0.30}{0.35}\times0.656=0.563\ \mathrm{eV}.
$$

This is below $E_F$. The final state is occupied, and the Pauli principle forbids the transition.

## The right solution

The vertical transition energy $\hbar\omega(k)$ increases with $k$. All conduction states with $k<k_F$ are full and all those beyond are empty, so the cheapest allowed transition is at $k_F$. The Burstein-Moss shift is

$$
\Delta E=\hbar\omega(k_F)-E_g
=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m_rm_e}.
$$

The numbers are

$$
\Delta E=\frac{0.2297}{0.30}=0.766\ \mathrm{eV}\approx0.77\ \mathrm{eV}.
$$

It has two parts: 0.656 eV from the conduction band and $0.2297/2.10=0.109$ eV from the valence band. The tempting answer left out the second, a fraction $m_r/m_v=1/7$ of the correct shift.

The onset moves from 3.7 eV to $3.7+0.77=4.47$ eV, or from 335 nm to 278 nm. In this model the doped film is transparent further into the ultraviolet.

The rule can be checked without the formula for $k_F$. A periodic box of side 40 nm at this density holds 32000 electrons. If its discrete states are filled in order of energy, two electrons to each wavevector, a search over the empty ones finds the cheapest vertical transition 0.768 eV above the gap. This differs from the formula by 0.3% of the shift, in a box whose allowed wavevectors are $2\pi/40=0.157\ \mathrm{nm^{-1}}$ apart along each axis.

### Limits and sensitivity

If the valence band is flat, $m_v\to\infty$, then $m_r\to m_c$ and the shift becomes $E_F$. The tempting solution is correct in that limit. If the two masses are equal, $m_r=m_c/2$ and the shift is twice $E_F$.

Spin matters as well. With one electron per wavevector instead of two, $k_F^3$ would be $6\pi^2n$, and the shift would grow by a factor $2^{2/3}=1.59$, to 1.215 eV.

At fixed masses the shift varies as $n^{2/3}$. A density 10% higher multiplies it by $1.1^{2/3}=1.066$, which adds 0.050 eV. An error of that size in a measured carrier density already makes the second decimal of the shift uncertain.

## What temperature does

At 300 K, $kT=0.0259$ eV, small compared with $E_F$. The chemical potential $\mu$ follows from keeping the number of electrons fixed. Write the density of states as $A\sqrt E$ and let $f$ be the Fermi function. The difference between $f$ and a sharp step at $\mu$ is odd about $\mu$, so the leading correction to the electron number comes from the slope of the density of states:

$$
\int_0^\infty A\sqrt E\,f\,dE\simeq\frac23A\mu^{3/2}
+\frac{A}{2\sqrt\mu}\,(kT)^2\;2\!\int_0^\infty\frac{x\,dx}{e^x+1}.
$$

Expanding $1/(e^x+1)$ in powers of $e^{-x}$ gives the last integral as $1-\frac14+\frac19-\dots=\pi^2/12$. The total must equal its zero-temperature value $\frac23AE_F^{3/2}$. Put $\mu=E_F+\delta$ and keep first order in $\delta$:

$$
A\sqrt{E_F}\,\delta+\frac{\pi^2A(kT)^2}{12\sqrt{E_F}}=0,
\qquad
\delta=-\frac{\pi^2(kT)^2}{12E_F}=-0.0008\ \mathrm{eV}.
$$

The edge hardly moves, but it blurs. A vertical transition ending at electron energy $E$ above the conduction edge needs a photon of energy $E_g+(m_c/m_r)E$. The chance that its final state is empty, $1-f$, rises from 10% at $E=\mu-kT\ln9$ to 90% at $E=\mu+kT\ln9$. In photon energy the width is

$$
2\ln9\;kT\,\frac{m_c}{m_r}
=4.394\times0.0259\times\frac{0.35}{0.30}=0.133\ \mathrm{eV}.
$$

The zero-temperature formula is thus good for the centre of the edge while $kT\ll E_F$. At low density this condition fails, and the picture of a filled sphere fails with it.

## What the band shape does

A parabola describes a band near its minimum, and 0.656 eV is not small beside a gap of 3.7 eV. The simplest model of the departure couples one conduction and one valence state by a term $Pk$. With energy now measured from the conduction edge, the matrix and its eigenvalue condition are

$$
\begin{pmatrix}0&Pk\\Pk&-E_g\end{pmatrix},
\qquad E(E+E_g)=P^2k^2 .
$$

For small $k$ this gives $E\simeq P^2k^2/E_g$. If 0.35 is the mass at the band edge, then $P^2=E_g\hbar^2/(2m_cm_e)$. Dividing the eigenvalue condition by $E_g$ and setting $k=k_F$,

$$
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k_F^2}{2m_cm_e}=0.656\ \mathrm{eV}.
$$

The positive root is

$$
E=\frac{E_g}{2}\left(\sqrt{1+\frac{4\times0.656}{E_g}}-1\right)=0.569\ \mathrm{eV}.
$$

With the valence part held fixed, the shift falls by 0.087 eV to 0.68 eV. If 0.35 had instead been defined by the actual energy at $k_F$, through $E(k_F)=\hbar^2k_F^2/(2m_cm_e)$, this correction would already be contained in it and must not be applied again.

The matrix leaves out the free-electron energy $\hbar^2k^2/(2m_e)$, which belongs on both diagonal entries. At $k_F$ it is 0.2297 eV, so the coupling has to supply only the remaining $0.6563-0.2297=0.4266$ eV of the parabolic energy. The root becomes

$$
E=0.2297+\frac{E_g}{2}\left(\sqrt{1+\frac{4\times0.4266}{E_g}}-1\right)=0.616\ \mathrm{eV},
$$

and the shift falls by only 0.040 eV. Neither version reproduces the valence mass of 2.10, which would need coupling to further bands, so these figures give only the rough size of the correction.

Even its sign depends on what the mass 0.35 means. A mass deduced from the plasma frequency of a doped film measures the slope of the band at the Fermi level, through $dE/dk=\hbar^2k_F/(m_cm_e)$. Let $m_0$ be the mass at the band edge. Differentiating the first eigenvalue condition shows that the slope mass is $m_0(1+2E/E_g)$. If this equals 0.35, then $m_0=0.247$ and $E=0.769$ eV, so the shift rises by 0.11 eV instead of falling. With the free-electron energy included, the rise is 0.05 eV.

## What the interactions do

The added electrons also change the energies of the states between which the photon acts. Two contributions can be estimated simply, and both narrow the gap. Let $\varepsilon$ be the relative permittivity of the undoped film, and use $e^2/(4\pi\varepsilon_0)=1.440$ eV nm.

**Exchange of the excited electron.** In the mean-field (Hartree-Fock) picture, an electron at $k_F$ lowers its energy by exchange with the filled states of its own spin. The average electrostatic repulsion is cancelled by the positive donors, taken here as a uniform background. The Coulomb interaction has Fourier transform $e^2/(\varepsilon_0\varepsilon q^2)$, so

$$
\Sigma_x=-\frac{e^2}{\varepsilon_0\varepsilon}
\int_{\text{filled}}\frac{d^3q}{(2\pi)^3}\frac1{q^2},
$$

where $\mathbf q$ runs from a point on the Fermi sphere to the filled states. A point at distance $q$ lies inside the sphere if the angle $\theta$ between $\mathbf q$ and the outward normal satisfies $\cos\theta<-q/(2k_F)$. These directions cover a solid angle $2\pi[1-q/(2k_F)]$. The factor $q^2$ in the volume element cancels $1/q^2$, leaving

$$
\Sigma_x=-\frac{e^2}{\varepsilon_0\varepsilon}\frac{2\pi}{(2\pi)^3}
\int_0^{2k_F}\left(1-\frac{q}{2k_F}\right)dq
=-\frac{e^2k_F}{4\pi^2\varepsilon_0\varepsilon}.
$$

**Screening of the hole.** The photon leaves a positive hole in the valence band, and conduction electrons gather round it. Treat the hole as a fixed charge $e$ with potential $\phi$. If $\phi$ varies slowly, the local electron density rises by $D\,e\phi$, where $D=dn/dE_F=3n/(2E_F)$. Poisson's equation becomes

$$
\nabla^2\phi=\lambda^2\phi-\frac{e}{\varepsilon_0\varepsilon}\delta(\mathbf r),
\qquad \lambda^2=\frac{e^2D}{\varepsilon_0\varepsilon}=\frac{4k_F}{\pi a^*},
$$

with $a^*=4\pi\varepsilon_0\varepsilon\hbar^2/(m_cm_ee^2)$. The last form follows from $D=m_cm_ek_F/(\pi^2\hbar^2)$. The solution is $\phi=e\,e^{-\lambda r}/(4\pi\varepsilon_0\varepsilon r)$. Subtracting the bare potential and letting $r\to0$ gives the potential of the gathered electrons at the hole, $-e\lambda/(4\pi\varepsilon_0\varepsilon)$. This potential grows in proportion to the charge as the hole is charged up, which gives a factor $\frac12$ in the energy:

$$
E_h=-\frac{e^2\lambda}{8\pi\varepsilon_0\varepsilon}.
$$

The permittivity is a real difficulty. Rough values for indium tin oxide are 9 if the ions have time to respond and 4 if only the bound electrons do. At this density the Fermi energy and the plasma energy $\hbar\sqrt{ne^2/(\varepsilon_0\varepsilon m_cm_e)}$, about 0.7 eV for $\varepsilon=4$, are far above the optical phonon energies, which lie below 0.1 eV. The ions therefore hardly follow, and 4 is the nearer value for these two terms; both are carried to show the sensitivity. For $\varepsilon=9$, $a^*=1.361$ nm and $\lambda=1.516\ \mathrm{nm^{-1}}$, so

$$
|\Sigma_x|=\frac{1.440\times2.455}{9\pi}=0.125\ \mathrm{eV},\qquad
|E_h|=\frac{1.440\times1.516}{2\times9}=0.121\ \mathrm{eV}.
$$

The gap narrows by 0.25 eV, and the net shift is 0.52 eV. For $\varepsilon=4$ the two terms are 0.281 and 0.409 eV. The narrowing is then 0.69 eV, which leaves a net shift of only 0.08 eV.

These two results are trial cases, not bounds. The estimate omits the correlation of the excited electron, its attraction to the hole, the recoil of the hole and the time dependence of screening. Its assumption of a slowly varying potential is also strained: the screening length $1/\lambda$ is 0.66 nm for $\varepsilon=9$ and 0.44 nm for $\varepsilon=4$, while $1/k_F$ is 0.41 nm. The assumption overstates the screening at short distances. The full static linear response of the electron gas (the Lindhard function) lowers $|E_h|$ to 0.097 eV for $\varepsilon=9$ and 0.297 eV for $\varepsilon=4$, and the net shifts become 0.54 and 0.19 eV. What the estimate does suggest is the scale: renormalisation can be a substantial part of the shift, and a reliable value needs a better theory than this one.

## What the donors do

The donors are separate charges at irregular positions. Suppose that each supplies one electron, that their positions are independent, and that each contributes a screened potential energy $u(r)=-e^2e^{-\lambda r}/(4\pi\varepsilon_0\varepsilon r)$. The variances of independent contributions add. In a large volume the squared mean of a single contribution is negligible, so

$$
\sigma^2=n\int u^2\,d^3r
=n\left(\frac{e^2}{4\pi\varepsilon_0\varepsilon}\right)^2
4\pi\int_0^\infty e^{-2\lambda r}dr
=n\left(\frac{e^2}{4\pi\varepsilon_0\varepsilon}\right)^2\frac{2\pi}{\lambda}.
$$

The donors are static, so $\varepsilon=9$ applies, and $\sigma=0.23$ eV. To first order this potential moves both band edges together, so $\sigma$ is not to be subtracted from the gap. In second order, scattering by the donors shifts the levels of the two bands by different amounts and so does change the gap; that change is not estimated here. Nor is $\sigma$ the spread of a local band edge. The integrand $e^{-2\lambda r}$ shows that a fraction $1-e^{-2\lambda/k_F}=0.71$ of $\sigma^2$ comes from within $1/k_F$ of a donor, too short a distance for an electron at the Fermi level to follow the potential. The donors do scatter the electrons, however, so the states have no exact wavevector and a sharp Fermi sphere is an idealisation.

## Beside a real film

The density, gap and electron mass are in the range of heavily doped indium tin oxide, but they are rough values. The valence mass of 2.10 is merely what the chosen 0.30 and 0.35 imply. In this oxide, transitions from the highest valence states are very weak, and 3.7 eV stands for the start of strong absorption, not for the smallest separation of the bands. Real films break the assumption of rigid parabolic bands: by the estimates above, band shape lowers the shift by roughly 0.04 to 0.09 eV if 0.35 is the band-edge mass, but raises it by roughly 0.05 to 0.11 eV if 0.35 is the slope mass at the Fermi level. These ranges belong to the two-state model, in which the coefficient $\alpha$ in $E(1+\alpha E)$ is no larger than $1/E_g=0.27\ \mathrm{eV^{-1}}$. Values of about 0.4 to 0.5 $\mathrm{eV^{-1}}$ are quoted for indium oxide, and $\alpha=0.5\ \mathrm{eV^{-1}}$ would give a fall of 0.14 eV or a rise of 0.20 eV. The interaction estimates above lower the shift by roughly 0.2 to 0.7 eV, depending mostly on the permittivity chosen. The value 0.77 eV is therefore the band-filling term alone, not a prediction of the measured shift.

The distinction matters when the optical edge is used to measure carrier density. Suppose that the true density is $5\times10^{20}\ \mathrm{cm^{-3}}$ and that the observed shift is the 0.52 eV found for $\varepsilon=9$. Reading it with the ideal formula and the same masses, where $n\propto(\Delta E)^{3/2}$, would give

$$
5\times10^{20}\times\left(\frac{0.519}{0.766}\right)^{3/2}
=2.8\times10^{20}\ \mathrm{cm^{-3}},
$$

which is 44% below the true density. This is the milder trial case, not a typical error: the shifts of 0.19 and 0.08 eV found for $\varepsilon=4$ would give readings about 90% too low. Most of the computed values behind these estimates are listed in the numerical output.

## Table of computed values

```
electron density: 5.0e+20 cm^-3
reduced mass: 0.30 m_e
conduction mass (rough): 0.35 m_e
valence mass implied: 2.10 m_e
hbar^2/(2 m_e): 0.03810 eV nm^2
e^2/(4 pi eps0): 1.4400 eV nm
Fermi wavevector: 2.4554 nm^-1
hbar^2 k_F^2/(2 m_e): 0.2297 eV
Burstein-Moss shift: 0.7657 eV
conduction part = Fermi energy: 0.6563 eV
valence part: 0.1094 eV
electrons in test box of side 40 nm: 32000
shift found in test box: 0.7677 eV
wrong shift if spin is forgotten: 1.215 eV
shift change for 10% more electrons: 0.050 eV
undoped optical gap (rough): 3.7 eV
ideal doped onset: 4.47 eV
undoped onset wavelength: 335 nm
ideal doped onset wavelength: 278 nm
temperature: 300 K
thermal energy kT: 0.0259 eV
chemical potential change: -0.00084 eV
thermal 10-90% edge width: 0.133 eV
nonparabolic conduction part: 0.569 eV
nonparabolic change of shift: -0.087 eV
eps=9, effective Bohr radius: 1.361 nm
eps=9, screening wavenumber: 1.516 nm^-1
eps=9, electron exchange gain: 0.125 eV
eps=9, hole screening gain: 0.121 eV
eps=9, gap renormalisation: -0.246 eV
eps=9, shift after renormalisation: 0.519 eV
eps=4, effective Bohr radius: 0.605 nm
eps=4, screening wavenumber: 2.274 nm^-1
eps=4, electron exchange gain: 0.281 eV
eps=4, hole screening gain: 0.409 eV
eps=4, gap renormalisation: -0.691 eV
eps=4, shift after renormalisation: 0.075 eV
rms donor potential, eps=9: 0.230 eV
```
